# The Scharfetter-Gummel electron flux, built from one plasma cell: a program that tests the result

```python
"""
Scharfetter-Gummel electron flux between two grid nodes.

Result under test:
    flux = (D/h) * (B(-z)*n_left - B(z)*n_right),
    z = v*h/D,  B(z) = z/(exp(z)-1),  B(0) = 1,
is exact for flux = v*n - D*dn/dx when v, D and flux are constant in the cell.
n: electron density, v = -mobility*field: drift velocity, D: diffusivity,
h: node spacing. Scaled quantities: s = x/h and G = flux*h/D, so that
dn/ds = z*n - G. The worked example uses centimetres, volts and seconds.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def bernoulli(z):
    """Evaluate z/(exp(z)-1) without cancellation or overflow."""
    z = np.asarray(z, dtype=float)
    size = np.abs(z)
    safe = np.where(size == 0, 1.0, size)
    ratio = np.where(size == 0, 1.0, safe / (-np.expm1(-safe)))
    return ratio * np.exp(-np.maximum(z, 0.0))


def scaled_flux(n_left, n_right, z):
    return bernoulli(-z) * n_left - bernoulli(z) * n_right


def integrate_density(z, flux_function, n_left):
    """Integrate the flux law itself; return density at s = 0.4 and 1."""
    answer = solve_ivp(lambda s, n: z * n - flux_function(s), (0, 1),
                       [n_left], t_eval=[0.4, 1.0], method="DOP853",
                       rtol=1e-12, atol=1e-13)
    assert answer.success
    return answer.y[0]


# Flux, profile and zero-flux balance against integration of the flux law.
worst_flux_error = 0.0
for z in (-8.0, -2.0, -0.3, 0.0, 0.3, 2.0, 8.0):
    for true_flux in (-0.9, 0.0, 0.7):
        inside, right = integrate_density(z, lambda s: true_flux, 1.3)
        error = abs(scaled_flux(1.3, right, z) - true_flux)
        worst_flux_error = max(worst_flux_error, error)
        shape = 0.4 if z == 0 else np.expm1(0.4 * z) / np.expm1(z)
        predicted = 1.3 + (right - 1.3) * shape
        assert abs(inside - predicted) < 1e-8 * max(1, abs(inside))
        if true_flux == 0:
            assert abs(right / 1.3 - np.exp(z)) < 1e-8 * max(1, np.exp(z))
assert worst_flux_error < 1e-8

# Stable Bernoulli function against high-precision arithmetic.
mp.mp.dps = 60
worst_bernoulli_error = 0.0
for z in (-600.0, -30.0, -1.0, -1e-10, 1e-10, 1e-3, 1.0, 30.0, 600.0):
    reference = mp.mpf(z) / (mp.exp(mp.mpf(z)) - 1)
    error = float(abs(mp.mpf(float(bernoulli(z))) / reference - 1))
    worst_bernoulli_error = max(worst_bernoulli_error, error)
assert worst_bernoulli_error < 1e-12
small_z = 1e-10
direct_value = small_z / (np.exp(small_z) - 1)
small_reference = float(mp.mpf(small_z) / mp.expm1(mp.mpf(small_z)))
direct_error = abs(direct_value / small_reference - 1)
assert direct_error > 1e-9

# Limits and equivalent effective-diffusion form.
assert abs(scaled_flux(1.4, 0.6, 1e-9) - 0.8) < 1e-8
assert abs(scaled_flux(1.4, 0.6, 80.0) / 80.0 - 1.4) < 1e-12
assert abs(scaled_flux(1.4, 0.6, -80.0) / -80.0 - 0.6) < 1e-12
for z in (-5.0, 0.2, 3.0):
    effective = z / 2 / np.tanh(z / 2)
    equivalent = z * (1.4 + 0.6) / 2 - effective * (0.6 - 1.4)
    assert abs(scaled_flux(1.4, 0.6, z) - equivalent) < 1e-12

# Varying flux: weighted mean, then error for a linear flux.
for z in (-4.0, 0.7, 5.0):
    def density(s):
        return 2 + np.sin(3 * s) + s**2

    def local_flux(s):
        return z * density(s) - 3 * np.cos(3 * s) - 2 * s

    top = quad(lambda s: local_flux(s) * np.exp(-z * s), 0, 1)[0]
    bottom = quad(lambda s: np.exp(-z * s), 0, 1)[0]
    assert abs(top / bottom - scaled_flux(density(0), density(1), z)) < 1e-9
    slope = 0.6
    right = integrate_density(z, lambda s: 0.9 + slope * (s - 0.5), 1.3)[1]
    measured = scaled_flux(1.3, right, z) - 0.9
    predicted = slope * (1 / z - 0.5 / np.tanh(z / 2))
    assert abs(measured - predicted) < 1e-8


def face_coefficients(z, scheme):
    if scheme == "central":
        return 1 + z / 2, 1 - z / 2
    return bernoulli(-z), bernoulli(z)


def steady_density(z, cells, left, right, scheme="sg", source=None):
    """Solve steady balance; source is scaled by h squared over D."""
    a, b = face_coefficients(z, scheme)
    unknowns = cells - 1
    matrix = ((a + b) * np.eye(unknowns)
              - b * np.eye(unknowns, k=1) - a * np.eye(unknowns, k=-1))
    load = np.zeros(unknowns) if source is None else source.copy()
    load[0] += a * left
    load[-1] += b * right
    return np.r_[left, np.linalg.solve(matrix, load), right]


# Rough example inputs for an atmospheric nitrogen barrier discharge.
pressure_torr = 760.0
gas_temperature = 400.0
field = -40e3             # V/cm; x points towards the wafer
mobility = 500.0          # cm2/(V s)
electron_temperature = 3.0  # eV, equivalently volts in D = mobility*T
spacing = 2e-4            # cm
n_left, n_right = 1e11, 5e10  # cm^-3
net_charge_density = 1e11    # elementary charges per cm3
townsend = 50.0           # ionizations per cm of drift
change_time = 10e-9       # s
temperature_rise = 0.05   # fraction across the cell
longitudinal_ratio = 0.7  # longitudinal D divided by the adopted D

velocity = -mobility * field
diffusivity = mobility * electron_temperature
z_cell = velocity * spacing / diffusivity
flux_unit = diffusivity / spacing
flux = flux_unit * scaled_flux(n_left, n_right, z_cell)
a_central, b_central = face_coefficients(z_cell, "central")
central_flux = flux_unit * (a_central * n_left - b_central * n_right)
upwind_flux = velocity * n_left - flux_unit * (n_right - n_left)

# Exact node values and failure of central differencing.
cells = 10
nodes = np.arange(cells + 1)
exact_layer = 1 - 0.5 * np.expm1(z_cell * nodes) / np.expm1(z_cell * cells)
sg_layer = steady_density(z_cell, cells, 1.0, 0.5)
central_layer = steady_density(z_cell, cells, 1.0, 0.5, "central")
central_reverse = steady_density(z_cell, cells, 0.0, 1.0, "central")
sg_reverse = steady_density(z_cell, cells, 0.0, 1.0)
layer_error = np.max(np.abs(sg_layer - exact_layer))
assert layer_error < 1e-11
assert central_layer.max() > 1.01 and central_reverse.min() < -0.01
assert sg_reverse.min() > -1e-12
below = steady_density(1.9, cells, 1.0, 0.5, "central")
above = steady_density(2.1, cells, 1.0, 0.5, "central")
assert np.max(np.diff(below)) < 1e-11
assert np.max(np.diff(above)) > 1e-3


def backward_euler_matrix(face_z, time_factor, scheme):
    matrix = np.eye(len(face_z) + 1)
    for j, z in enumerate(face_z):
        a, b = face_coefficients(z, scheme)
        matrix[j, j] += time_factor * a
        matrix[j, j + 1] -= time_factor * b
        matrix[j + 1, j] -= time_factor * a
        matrix[j + 1, j + 1] += time_factor * b
    return matrix


# Positivity and conservation with a different field at every face.
face_z = np.random.default_rng(4).uniform(-12, 12, 12)
for time_factor in (0.01, 1.0, 100.0):
    update = np.linalg.inv(backward_euler_matrix(face_z, time_factor, "sg"))
    assert update.min() > -1e-11
    assert np.max(np.abs(update.sum(axis=0) - 1)) < 1e-9
central_update = np.linalg.inv(
    backward_euler_matrix(np.full(12, z_cell), 0.01, "central"))
assert central_update.min() < -1e-4


def manufactured_error(cell_count, diffusion):
    """Unit drift, density sin(pi*x), and its required source."""
    h = 1 / cell_count
    x = np.linspace(0, 1, cell_count + 1)
    source = (np.pi * np.cos(np.pi * x)
              + diffusion * np.pi**2 * np.sin(np.pi * x))
    answer = steady_density(h / diffusion, cell_count, 0.0, 0.0,
                            source=source[1:-1] * h**2 / diffusion)
    return np.max(np.abs(answer - np.sin(np.pi * x)))


resolved_order = np.log2(manufactured_error(160, 0.1)
                         / manufactured_error(320, 0.1))
drift_order = np.log2(manufactured_error(80, 1e-4)
                      / manufactured_error(160, 1e-4))
assert 1.8 < resolved_order < 2.2
assert 0.8 < drift_order < 1.2


def extended_cell(field_slope=0.0, heat_slope=0.0, inertia=0.0, growth=0.0):
    """Midpoint G for fixed node densities, scaled by the left density.

    The slopes are fractional changes across the cell. Inertia multiplies
    G^2*(dn/ds)/n^2. Growth is dG/ds divided by density.
    Integration starts at the right node, where the problem is stable.
    """
    right = n_right / n_left

    def slopes(s, state):
        n, g = state
        temperature = 1 + heat_slope * (s - 0.5)
        drift = z_cell * (1 + field_slope * (s - 0.5))
        dn = ((drift - heat_slope) * n - g) / (
            temperature - inertia * g**2 / n**2)
        return [dn, growth * n]

    def march(right_flux):
        answer = solve_ivp(slopes, (1, 0), [right, right_flux],
                           t_eval=[1.0, 0.5, 0.0], method="DOP853",
                           rtol=1e-10, atol=1e-12)
        assert answer.success
        return answer.y

    guess = float(scaled_flux(1.0, right, z_cell))
    root = brentq(lambda g: march(g)[0, -1] - 1,
                  0.6 * guess, 1.4 * guess, xtol=1e-11)
    return march(root)[1, 1]


base = float(scaled_flux(1.0, n_right / n_left, z_cell))
assert abs(extended_cell() - base) < 1e-7


def drift_integral(s):
    return z_cell * (s + 0.3 * (s**2 - s) / 2)


variable_field_flux = ((1 - n_right / n_left * np.exp(-drift_integral(1)))
                       / quad(lambda s: np.exp(-drift_integral(s)), 0, 1)[0])
assert abs(extended_cell(field_slope=0.3) - variable_field_flux) < 1e-7

# Size neglected effects using the example's own numbers.
gas_density = pressure_torr * const.torr / (const.k * gas_temperature)
reduced_field = abs(field) * 100 / gas_density / 1e-21
collision_rate = const.e / (const.m_e * mobility * 1e-4)
thermal_speed = 100 * np.sqrt(8 * const.e * electron_temperature
                              / (np.pi * const.m_e))
mean_free_path = thermal_speed / collision_rate
field_change = (const.e * net_charge_density * 1e6 * spacing * 1e-2
                / const.epsilon_0 / 100)
# Positive net charge makes E less negative towards the wafer.
field_slope = field_change / field
inertia_factor = diffusivity / (spacing**2 * collision_rate)
relaxation_time = const.epsilon_0 / (
    const.e * n_left * 1e6 * mobility * 1e-4)


def percent_change(value):
    return 100 * (value / base - 1)


field_effect = percent_change(extended_cell(field_slope=field_slope))
ionization_effect = percent_change(
    extended_cell(growth=townsend * spacing * z_cell))
storage_effect = percent_change(
    extended_cell(growth=-spacing**2 / (diffusivity * change_time)))
heat_effect = percent_change(extended_cell(heat_slope=temperature_rise))
inertia_effect = percent_change(extended_cell(inertia=inertia_factor))
new_z = z_cell / longitudinal_ratio
new_flux = (longitudinal_ratio * flux_unit
            * scaled_flux(n_left, n_right, new_z))
diffusion_effect = 100 * (new_flux / flux - 1)


def show(label, value, unit=""):
    print(f"{label}: {float(value):.5g} {unit}".rstrip())


show("Gas pressure", pressure_torr, "Torr")
show("Gas temperature", gas_temperature, "K")
show("Electric field along x", field / 1000, "kV/cm")
show("Reduced field magnitude", reduced_field, "Td")
show("Electron mobility", mobility, "cm2/(V s)")
show("Electron temperature", electron_temperature, "eV")
show("Node spacing", spacing * 1e4, "um")
show("Left electron density", n_left, "cm^-3")
show("Right electron density", n_right, "cm^-3")
show("Drift velocity", velocity, "cm/s")
show("Diffusivity", diffusivity, "cm2/s")
show("D/h", flux_unit, "cm/s")
show("Cell drift number z", z_cell)
show("B(-z)", bernoulli(-z_cell))
show("B(z)", bernoulli(z_cell))
show("Scharfetter-Gummel flux", flux, "cm^-2 s^-1")
show("Electron current density magnitude", const.e * flux, "A/cm2")
show("Central flux", central_flux, "cm^-2 s^-1")
show("Central flux difference", 100 * (central_flux / flux - 1), "%")
show("Upwind plus diffusion flux", upwind_flux, "cm^-2 s^-1")
show("Upwind flux difference", 100 * (upwind_flux / flux - 1), "%")
show("Effective diffusion / D", z_cell / 2 / np.tanh(z_cell / 2))
show("Largest scaled flux error in integration test", worst_flux_error)
show("Largest relative Bernoulli error", worst_bernoulli_error)
show("Direct Bernoulli relative error at z=1e-10", direct_error)
show("Ten-cell SG node error / left density", layer_error)
show("Central wall-layer maximum / left density", central_layer.max())
show("Central reversed-layer minimum / right density", central_reverse.min())
show("Convergence order, resolved", resolved_order)
show("Convergence order, drift dominated", drift_order)
show("Net positive charge density / e", net_charge_density, "cm^-3")
show("Field change across cell", field_change, "V/cm")
show("Flux change from field variation", field_effect, "%")
show("Townsend coefficient", townsend, "cm^-1")
show("Midpoint flux change from ionization", ionization_effect, "%")
show("Density change time", change_time * 1e9, "ns")
show("Midpoint flux change from storage", storage_effect, "%")
show("Temperature rise across cell", 100 * temperature_rise, "%")
show("Flux change from temperature gradient", heat_effect, "%")
show("Longitudinal D / adopted D", longitudinal_ratio)
show("Flux change from longitudinal diffusion", diffusion_effect, "%")
show("Flux change from electron inertia", inertia_effect, "%")
show("Momentum collision rate", collision_rate, "s^-1")
show("Mean thermal speed", thermal_speed, "cm/s")
show("Mean free path", mean_free_path * 1e4, "um")
show("Drift-diffusion length D/v", diffusivity / velocity * 1e4, "um")
show("Energy gained per free path / electron temperature",
     abs(field) * mean_free_path / electron_temperature)
show("Flux / half-Maxwellian wall flux at right node",
     flux / (n_right * thermal_speed / 2))
show("Dielectric relaxation time at left node", relaxation_time * 1e9, "ns")
print("checks complete")
```

Printed output:

```
Gas pressure: 760 Torr
Gas temperature: 400 K
Electric field along x: -40 kV/cm
Reduced field magnitude: 218.02 Td
Electron mobility: 500 cm2/(V s)
Electron temperature: 3 eV
Node spacing: 2 um
Left electron density: 1e+11 cm^-3
Right electron density: 5e+10 cm^-3
Drift velocity: 2e+07 cm/s
Diffusivity: 1500 cm2/s
D/h: 7.5e+06 cm/s
Cell drift number z: 2.6667
B(-z): 2.8658
B(z): 0.19913
Scharfetter-Gummel flux: 2.0747e+18 cm^-2 s^-1
Electron current density magnitude: 0.3324 A/cm2
Central flux: 1.875e+18 cm^-2 s^-1
Central flux difference: -9.6243 %
Upwind plus diffusion flux: 2.375e+18 cm^-2 s^-1
Upwind flux difference: 14.476 %
Effective diffusion / D: 1.5325
Largest scaled flux error in integration test: 6.9079e-12
Largest relative Bernoulli error: 8.5361e-17
Direct Bernoulli relative error at z=1e-10: 8.269e-08
Ten-cell SG node error / left density: 3.3307e-16
Central wall-layer maximum / left density: 1.0714
Central reversed-layer minimum / right density: -0.14286
Convergence order, resolved: 2
Convergence order, drift dominated: 1.0234
Net positive charge density / e: 1e+11 cm^-3
Field change across cell: 36.19 V/cm
Flux change from field variation: 0.018067 %
Townsend coefficient: 50 cm^-1
Midpoint flux change from ionization: 0.18749 %
Density change time: 10 ns
Midpoint flux change from storage: -0.018711 %
Temperature rise across cell: 5 %
Flux change from temperature gradient: -1.6818 %
Longitudinal D / adopted D: 0.7
Flux change from longitudinal diffusion: -2.507 %
Flux change from electron inertia: -1.1428 %
Momentum collision rate: 3.5176e+12 s^-1
Mean thermal speed: 1.1592e+08 cm/s
Mean free path: 0.32953 um
Drift-diffusion length D/v: 0.75 um
Energy gained per free path / electron temperature: 0.43937
Flux / half-Maxwellian wall flux at right node: 0.71593
Dielectric relaxation time at left node: 11.053 ns
checks complete
```
